# Radical Walks and Methyl Loss in Porous Dielectrics: The Continuum Limit: test program

```python
"""Radical walks in a voxel pore network against the diffusion-reaction limit.

Result under test: methyl survival is theta = exp(-U), where the exposure U obeys
    sigma U'' = s [p_rec U + p_abs (1 - exp(-U))],  U(0) = dose,  U(deep) = 0.
sigma: network conductivity relative to an open lattice; s: reactive wall faces
per film voxel; p_rec, p_abs: recombination and abstraction probability per wall
hit. Lengths are in voxel edges, here 1 nm. Each wall face carries one methyl.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(20)
DEPTH, WIDTH, POROSITY = 64, 32, 0.5
P_REC, P_ABS, DOSE = 0.0005, 0.002, 8.0
AREA = WIDTH**2

# ---------- pore network: directions are down, up, +x, -x, +y, -y ----------
is_open = (rng.random((DEPTH, WIDTH, WIDTH)) < POROSITY).ravel()
site = np.arange(is_open.size).reshape(DEPTH, WIDTH, WIDTH)
neighbour = np.stack([np.roll(site, -step, axis=axis).ravel()
                      for axis in range(3) for step in (1, -1)], axis=1)
site_layer = np.repeat(np.arange(DEPTH), AREA)
at_floor = np.zeros(neighbour.shape, bool)
at_floor[site_layer == DEPTH - 1, 0] = True
at_top = np.zeros(neighbour.shape, bool)
at_top[site_layer == 0, 1] = True
bond = is_open[:, None] & is_open[neighbour] & ~at_floor & ~at_top
row, direction = np.nonzero(bond)
graph = coo_matrix((np.ones(row.size), (row, neighbour[row, direction])),
                   shape=(is_open.size, is_open.size))
label = connected_components(graph, directed=False)[1]
top_labels = np.unique(label[(site_layer == 0) & is_open])
accessible = is_open & np.isin(label, top_labels)

old = np.flatnonzero(accessible)
n = old.size
new_id = np.full(is_open.size, -1)
new_id[old] = np.arange(n)
self_id = np.arange(n)[:, None]
near = new_id[neighbour[old]]
floor_face, top_face = at_floor[old], at_top[old]
linked = (near >= 0) & ~floor_face & ~top_face
wall = ~linked & ~floor_face & ~top_face
target = np.where(linked, near, self_id)
target[top_face] = -1                       # -1 means escape to the plasma
layer = site_layer[old]
top_sites = np.flatnonzero(layer == 0)
walls_at = wall.sum(axis=1).astype(float)
phi = n / is_open.size
s_mean = walls_at.sum() / is_open.size
z = np.arange(DEPTH) + 0.5                  # voxel centres below film surface
layer_pores = np.bincount(layer, minlength=DEPTH)
layer_walls = np.bincount(layer, weights=walls_at, minlength=DEPTH)

r_id, d_id = np.nonzero(linked)
links = coo_matrix((np.ones(r_id.size), (r_id, near[r_id, d_id])),
                   shape=(n, n)).tocsr()
top_bond = (layer == 0).astype(float)
laplacian = (diags(linked.sum(axis=1) + top_bond) - links).tocsr()


def conjugate_gradient(matrix, rhs, rel=1e-10):
    inv_diag = 1.0 / matrix.diagonal()
    x = np.zeros_like(rhs)
    res = rhs.copy()
    pre = inv_diag * res
    search = pre.copy()
    rho = res @ pre
    limit = rel * np.linalg.norm(rhs)
    for _ in range(8000):
        image = matrix @ search
        alpha = rho / (search @ image)
        x += alpha * search
        res -= alpha * image
        if np.linalg.norm(res) < limit:
            return x
        pre = inv_diag * res
        rho_new = res @ pre
        search = pre + (rho_new / rho) * search
        rho = rho_new
    raise RuntimeError("conjugate gradients did not converge")


# ---------- conductivity from inert walls, sink below the film ----------
sink = (layer == DEPTH - 1).astype(float)
potential = conjugate_gradient((laplacian + diags(sink)).tocsr(), top_bond)
current = np.sum(top_bond * (1 - potential)) / AREA
mean_pot = np.bincount(layer, weights=potential, minlength=DEPTH) / layer_pores
inner = slice(4, DEPTH - 4)
sigma = -current / np.polyfit(z[inner], mean_pot[inner], 1)[0]
diffusivity = sigma / (6 * phi)

# Einstein relation: sideways displacement of walkers with inert walls
inert_target = np.where(target < 0, self_id, target).ravel()
walkers = rng.integers(n, size=20000)
shift = np.zeros((2, walkers.size))
step_x = np.array([0, 0, 1, -1, 0, 0])
step_y = np.array([0, 0, 0, 0, 1, -1])
msd = {}
for t in range(1, 3001):
    d = rng.integers(6, size=walkers.size)
    moved_to = inert_target[6 * walkers + d]
    moved = moved_to != walkers
    shift[0] += step_x[d] * moved
    shift[1] += step_y[d] * moved
    walkers = moved_to
    if t in (1000, 3000):
        msd[t] = np.mean(shift**2)
d_walk = (msd[3000] - msd[1000]) / (2 * 2000)
assert abs(d_walk / diffusivity - 1) < 0.12   # sample anisotropy and noise


# ---------- network equation and continuum limit ----------
def network_exposure(p_rec, p_abs):
    u = np.zeros(n)
    for _ in range(40):
        residual = (laplacian @ u - DOSE * top_bond
                    + walls_at * (p_rec * u - p_abs * np.expm1(-u)))
        jac = laplacian + diags(walls_at * (p_rec + p_abs * np.exp(-u)))
        change = conjugate_gradient(jac.tocsr(), -residual, 1e-8)
        u += change
        if np.max(np.abs(change)) < 1e-7:
            return u
    raise RuntimeError("Newton iteration did not converge")


def slope(u, p_rec, p_abs):
    return np.sqrt(s_mean / sigma * (p_rec * u**2
                                     + 2 * p_abs * (u + np.expm1(-u))))


def continuum_half_depth(dose, p_rec, p_abs):
    return quad(lambda x: np.exp(x) / slope(np.exp(x), p_rec, p_abs),
                np.log(np.log(2)), np.log(dose), limit=200)[0]


def continuum_theta(depths):
    u = np.geomspace(DOSE, 1e-6, 20001)
    f = 1 / slope(u, P_REC, P_ABS)
    path = np.r_[0, np.cumsum(0.5 * (f[1:] + f[:-1]) * (u[:-1] - u[1:]))]
    return np.exp(-np.interp(depths, path, u))


def half_depth(depths, theta):
    k = int(np.argmax(theta >= 0.5))
    assert k > 0
    part = (0.5 - theta[k - 1]) / (theta[k] - theta[k - 1])
    return depths[k - 1] + part * (depths[k] - depths[k - 1])


def face_average(values):
    return np.bincount(layer, weights=walls_at * values,
                       minlength=DEPTH) / layer_walls


# recombination alone: logarithmic slope of the radical profile
lambda_rec = np.sqrt(sigma / (s_mean * P_REC))
linear = conjugate_gradient((laplacian + diags(walls_at * P_REC)).tocsr(),
                            top_bond)
linear_mean = np.bincount(layer, weights=linear, minlength=DEPTH) / layer_pores
fit = slice(3, 33)
slope_net = np.polyfit(z[fit], np.log(linear_mean[fit]), 1)[0]
slope_cosh = np.polyfit(z[fit], np.log(np.cosh((DEPTH - z[fit]) / lambda_rec)),
                        1)[0]
decay_ratio = slope_cosh / slope_net
assert abs(decay_ratio - 1) < 0.08

# approach to the limit as both probabilities fall
limit_rows = []
for factor in (16, 4, 1):
    exposure = network_exposure(factor * P_REC, factor * P_ABS)
    h_net = half_depth(z, face_average(np.exp(-exposure)))
    h_con = continuum_half_depth(DOSE, factor * P_REC, factor * P_ABS)
    limit_rows.append((factor, h_net, h_con, h_net / h_con - 1))
assert abs(limit_rows[0][3]) > abs(limit_rows[-1][3])
theta_net = face_average(np.exp(-exposure))
theta_con = continuum_theta(z)
half_net, half_con = limit_rows[-1][1:3]

# ---------- random walks with reactions ----------
launches = int(round(top_sites.size * DOSE / P_ABS))
flat_target, flat_wall = target.ravel(), wall.ravel()
methyl = flat_wall.copy()
recombined = abstracted = escaped = hops = 0
position = top_sites[rng.integers(top_sites.size, size=20000)]
waiting = launches - position.size
while position.size:
    hops += position.size
    draw = 6 * rng.random(position.size)
    d = draw.astype(np.int64)
    draw -= d                               # remainder is again uniform
    face = 6 * position + d
    arrival = flat_target[face]
    escaped += np.count_nonzero(arrival < 0)
    hit = np.flatnonzero(draw < P_REC + P_ABS)
    hit = hit[flat_wall[face[hit]]]
    if hit.size:
        recombines = draw[hit] < P_REC
        lost = hit[recombines]
        takes = hit[~recombines]
        takes = takes[methyl[face[takes]]]
        takes = takes[np.unique(face[takes], return_index=True)[1]]
        methyl[face[takes]] = False
        arrival[lost] = -1
        arrival[takes] = -1
        recombined += lost.size
        abstracted += takes.size
    gone = np.flatnonzero(arrival < 0)
    refill = min(waiting, gone.size)
    if refill:
        arrival[gone[:refill]] = top_sites[rng.integers(top_sites.size,
                                                        size=refill)]
        waiting -= refill
    if refill < gone.size:
        arrival = np.delete(arrival, gone[refill:])
    position = arrival
assert escaped + recombined + abstracted == launches
theta_walk = np.bincount(layer, weights=methyl.reshape(n, 6).sum(axis=1),
                         minlength=DEPTH) / layer_walls
half_walk = half_depth(z, theta_walk)
rms_net = np.sqrt(np.mean((theta_walk - theta_net)**2))
rms_con = np.sqrt(np.mean((theta_walk - theta_con)**2))
expected_rec = np.sum(walls_at * exposure) * P_REC / P_ABS
expected_abs = -np.sum(walls_at * np.expm1(-exposure))
assert rms_net < 0.025
assert abs(recombined / expected_rec - 1) < 0.04
assert abs(abstracted / expected_abs - 1) < 0.03
assert rms_con < 0.07
assert abs(half_walk / half_con - 1) < 0.10   # finite voxel and sample size
half_naive = lambda_rec * np.log(DOSE / np.log(2))
assert half_naive / half_walk > 1.25


# ---------- dose alone matters: time-dependent film, two pulses ----------
def pulse_profile(duration, dt=4.0, drain=40000):
    nodes = np.arange(121.0)
    c, u = np.zeros(121), np.zeros(121)
    c_surface = 6 * DOSE / (P_ABS * duration)
    on_steps = int(round(duration / dt))
    for k in range(on_steps + int(drain / dt)):
        if k == on_steps:
            at_off = half_depth(nodes, np.exp(-u))
        c[0] = c_surface if k < on_steps else 0.0
        curve = np.empty(121)
        curve[1:-1] = c[2:] - 2 * c[1:-1] + c[:-2]
        curve[0], curve[-1] = 0.0, c[-2] - c[-1]
        loss = s_mean * (P_REC + P_ABS * np.exp(-u)) * c
        u += dt * P_ABS * c / 6
        c = c + dt * (sigma * curve - loss) / (6 * phi)
    return nodes, np.exp(-u), at_off


nodes, theta_long, off_long = pulse_profile(48000)
nodes, theta_short, off_short = pulse_profile(4000)
half_long = half_depth(nodes, theta_long)
half_short = half_depth(nodes, theta_short)
pulse_error = max(np.max(np.abs(th - continuum_theta(nodes)))
                  for th in (theta_long, theta_short))
assert pulse_error < 0.02
assert half_short - off_short > 0.5

# ---------- limiting growth laws ----------
root_law = np.sqrt(2 * sigma * 1e5 / (s_mean * P_ABS))
root_ratio = continuum_half_depth(1e5, 0.0, P_ABS) / root_law
log_ratio = (continuum_half_depth(1e5, P_REC, P_ABS)
             - continuum_half_depth(1e4, P_REC, P_ABS)) / (lambda_rec
                                                           * np.log(10))
assert abs(root_ratio - 1) < 0.02 and abs(log_ratio - 1) < 0.005

# ---------- report ----------
print(f"film depth, width: {DEPTH}, {WIDTH} nm; voxel edge 1 nm")
print(f"nominal porosity: {POROSITY}; open fraction: {is_open.mean():.4f}")
print(f"accessible porosity phi: {phi:.4f}")
print(f"p_rec, p_abs per wall hit: {P_REC}, {P_ABS}; dose F: {DOSE}")
print(f"wall faces per film voxel s: {s_mean:.4f}")
print(f"relative conductivity sigma: {sigma:.4f}")
print(f"D = sigma/(6 phi): {diffusivity:.5f} nm^2 per step")
print(f"D from mean square displacement: {d_walk:.5f} nm^2 per step")
print(f"recombination length lambda_r: {lambda_rec:.2f} nm")
print(f"decay length, network/formula: {decay_ratio:.4f}")
print(f"top pore voxels: {top_sites.size}; radicals launched: {launches}")
print(f"entering radicals per film area: {launches / AREA:.1f} nm^-2"
      f" = {launches / AREA * 1e14:.3e} cm^-2")
print(f"mean steps per radical: {hops / launches:.1f}")
print(f"escaped fraction: {escaped / launches:.4f}")
print(f"recombined: {recombined}; network equation: {expected_rec:.0f}")
print(f"methyls abstracted: {abstracted}; network equation: {expected_abs:.0f}")
print(f"methyls lost per film area: {abstracted / AREA:.2f} nm^-2")
print("methyl survival: depth (nm), walks, network equation, continuum")
for k in (0, 5, 10, 15, 20, 25, 30, 40, 50):
    print(f"  {z[k]:5.1f}  {theta_walk[k]:.4f}  {theta_net[k]:.4f}"
          f"  {theta_con[k]:.4f}")
print(f"rms survival difference, walks-network: {rms_net:.4f}")
print(f"rms survival difference, walks-continuum: {rms_con:.4f}")
print(f"half-loss depth, walks: {half_walk:.2f} nm")
print(f"half-loss depth, network equation: {half_net:.2f} nm")
print(f"half-loss depth, continuum: {half_con:.2f} nm")
print(f"half-loss depth, abstraction sink ignored: {half_naive:.2f} nm")
print("both p times factor: network depth, continuum depth (nm), rel. error")
for factor, h_net, h_con, err in limit_rows:
    print(f"  {factor:2d}  {h_net:.2f}  {h_con:.2f}  {err:+.4f}")
print("pulse length (steps): half depth at plasma off, after drain (nm)")
print(f"  48000  {off_long:.2f}  {half_long:.2f}")
print(f"   4000  {off_short:.2f}  {half_short:.2f}")
print(f"largest survival error, pulses against dose law: {pulse_error:.4f}")
print(f"crossover dose 2 p_abs/p_rec: {2 * P_ABS / P_REC:.1f}")
print(f"square-root law at F=1e5, integral/law: {root_ratio:.4f}")
print(f"logarithmic law F=1e4 to 1e5, integral/law: {log_ratio:.5f}")
print("verified")
```

Output:

```
film depth, width: 64, 32 nm; voxel edge 1 nm
nominal porosity: 0.5; open fraction: 0.4979
accessible porosity phi: 0.4878
p_rec, p_abs per wall hit: 0.0005, 0.002; dose F: 8.0
wall faces per film voxel s: 1.4385
relative conductivity sigma: 0.1017
D = sigma/(6 phi): 0.03474 nm^2 per step
D from mean square displacement: 0.03459 nm^2 per step
recombination length lambda_r: 11.89 nm
decay length, network/formula: 1.0174
top pore voxels: 533; radicals launched: 2132000
entering radicals per film area: 2082.0 nm^-2 = 2.082e+17 cm^-2
mean steps per radical: 46.2
escaped fraction: 0.9757
recombined: 23951; network equation: 23614
methyls abstracted: 27849; network equation: 27867
methyls lost per film area: 27.20 nm^-2
methyl survival: depth (nm), walks, network equation, continuum
    0.5  0.0008  0.0004  0.0005
    5.5  0.0139  0.0137  0.0173
   10.5  0.0895  0.1048  0.1368
   15.5  0.3536  0.3437  0.4111
   20.5  0.6511  0.6440  0.6900
   25.5  0.8340  0.8276  0.8614
   30.5  0.9187  0.9274  0.9427
   40.5  0.9906  0.9875  0.9910
   50.5  0.9966  0.9982  0.9986
rms survival difference, walks-network: 0.0053
rms survival difference, walks-continuum: 0.0262
half-loss depth, walks: 17.83 nm
half-loss depth, network equation: 17.94 nm
half-loss depth, continuum: 16.96 nm
half-loss depth, abstraction sink ignored: 29.08 nm
both p times factor: network depth, continuum depth (nm), rel. error
  16  4.99  4.24  +0.1780
   4  9.19  8.48  +0.0838
   1  17.94  16.96  +0.0582
pulse length (steps): half depth at plasma off, after drain (nm)
  48000  16.64  16.96
   4000  13.67  16.96
largest survival error, pulses against dose law: 0.0004
crossover dose 2 p_abs/p_rec: 8.0
square-root law at F=1e5, integral/law: 0.9996
logarithmic law F=1e4 to 1e5, integral/law: 0.99984
verified
```
